# Interpolating scaling function Poisson kernel and grid multipole moments, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

In Hartree atomic units the potential of an isolated density is $V(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Take a cubic grid $\mathbf r_j=\mathbf r_0+h\mathbf j$ with finitely many nonzero values $\rho_j$, and build from them

$$\rho_h(\mathbf r)=\sum_{\mathbf j}\rho_{\mathbf j}\prod_{\alpha=x,y,z}\varphi\!\left(\frac{(\mathbf r-\mathbf r_0)_\alpha}{h}-j_\alpha\right),$$

with $\varphi$ even and dimensionless. In term $\mathbf j$ put $\mathbf r'=\mathbf r_j+h\mathbf u$. The volume element gives $h^3$ and the distance $h|\mathbf i-\mathbf j-\mathbf u|$ gives $h^{-1}$:

$$V(\mathbf r_i)=h^2\sum_{\mathbf j}K_{\mathbf i-\mathbf j}\,\rho_{\mathbf j},\qquad K_{\mathbf n}=\int\frac{\varphi(u_x)\varphi(u_y)\varphi(u_z)}{|\mathbf n-\mathbf u|}\,d^3u .$$

The kernel is a table of pure numbers, independent of $h$ and unchanged by sign flips and permutations of the $n_\alpha$. On $N_g$ points per axis the differences $i-j$ lie between $-(N_g-1)$ and $N_g-1$, so a Fourier transform on $2N_g$ points with $\rho$ padded by zeros does the sum with no periodic image.

The same substitution fixes the form of the moments. For a polynomial $P$ the Taylor series of $P(\mathbf r_j+h\mathbf u)$ is finite, and with $M_p=\int x^p\varphi\,dx$,

$$\int P\rho_h\,d^3r=h^3\sum_{\mathbf j}\rho_{\mathbf j}\Big[\prod_\alpha\sum_{p\ge0}\frac{M_ph^p}{p!}\,\partial_\alpha^p\;P\Big](\mathbf r_j).\tag{1}$$

Evenness removes odd $p$. Two things remain: the numbers $M_p$, and a way to compute a three-dimensional integral whose $1/|\mathbf n-\mathbf u|$ does not factorize.

## The function and its filter

Let $m=2N$ be even. Start from $v^{(0)}_j=\delta_{j0}$ and halve the spacing repeatedly: old values are kept, and each midpoint takes the value of the Lagrange polynomial through its $m$ nearest old points. In index form $v^{(n+1)}_l=\sum_jh_{l-2j}v^{(n)}_j$, with $h_0=1$, $h_j=0$ for other even $j$, and for odd $j$ the weight $h_j=h_{-j}$ that interpolates to $0$ from the nodes $\pm1,\pm3,\dots,\pm(m-1)$. The interpolating scaling function $\varphi$ of order $m$ is the limit, $\varphi(l/2^n)=v^{(n)}_l$. The outermost nonzero index obeys $S_{n+1}=2S_n+m-1$, so $S_n/2^n<m-1$.

Define $H_p=\sum_jh_jj^p$. The odd weights reproduce at $0$ any polynomial of degree below $m$, hence $H_0=1+1=2$ and $H_p=0$ for $1\le p<m$. For $p=m$, the polynomial $x^m-\prod_j(x-j)$ over the odd nodes has degree below $m$ and equals $x^m$ at the nodes. Its value at $0$ is $-\prod_{j>0}(-j^2)$, so

$$H_m=(-1)^{N+1}[(m-1)!!]^2 .$$

Both derivations arrive at

$$M_0=1,\quad M_p=0\ (1\le p<m),\quad M_m=\frac{H_m}{2^{m+1}-2},\tag{2}$$

$$K_{\mathbf n}=\frac{2}{\sqrt\pi}\int_0^\infty I_{n_x}(t^2)I_{n_y}(t^2)I_{n_z}(t^2)\,dt,\qquad I_n(p)=\int\varphi(x)\,e^{-p(x-n)^2}dx.\tag{3}$$

## First derivation: two scales in real space

This route assumes that the subdivision converges to a continuous function, which then vanishes outside $[-(m-1),m-1]$. Subdivision is linear and commutes with shifts. After one step the data are $h_j$ at the points $j/2$, and each datum grows into a copy of $\varphi$ at half scale:

$$\varphi(x)=\sum_jh_j\,\varphi(2x-j).$$

Constant data stay constant, so $\sum_j\varphi(x-j)=1$; integrating over $[0,1]$ joins the shifted pieces into $M_0=1$. Multiply the two-scale relation by $x^p$, set $u=2x-j$, $dx=du/2$, and expand $(u+j)^p$:

$$M_p=2^{-p-1}\sum_jh_j\int(u+j)^p\varphi\,du=2^{-p-1}\sum_{q=0}^p\binom pqH_{p-q}M_q .$$

The term $q=p$ is $2M_p$; moved to the left, it leaves $(2^{p+1}-2)M_p=\sum_{q<p}\binom pqH_{p-q}M_q$. For $1\le p<m$ each $H_{p-q}$ on the right has index between $1$ and $m-1$ and vanishes, so $M_p=0$. For $p=m$ the term $q=0$ survives, which is (2). For $m=2$, $\varphi$ is the hat function and $M_2=1/6$; for $m=4$, $M_4=-9/30=-0.3$; for $m=8$, $M_8=-105^2/510=-21.617647$.

For the kernel, $\int_0^\infty e^{-t^2r^2}dt=\sqrt\pi/(2r)$ gives $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$. The integrals over $t$ and $\mathbf u$ may be exchanged because $\int|\varphi\varphi\varphi|/|\mathbf n-\mathbf u|\,d^3u$ is finite: $\varphi$ is bounded with compact support and $1/r$ is integrable in three dimensions. Since $e^{-t^2|\mathbf n-\mathbf u|^2}=\prod_\alpha e^{-t^2(n_\alpha-u_\alpha)^2}$, the $\mathbf u$ integral splits into three, which is (3).

The two-scale relation also computes $I_n$. With $u=2x-j$ one has $x-n=(u+j-2n)/2$, so

$$I_n(p)=\tfrac12\sum_jh_j\int\varphi(u)\,e^{-(p/4)(u-(2n-j))^2}du=\tfrac12\sum_jh_j\,I_{2n-j}(p/4).\tag{4}$$

A narrow Gaussian is reached from a wide one, and for a wide one the Taylor series about $n$ with (2) gives $I_n(p)=e^{-pn^2}+O(p^N)$.

## Second derivation: the Fourier symbol

This route assumes the filter and nothing about the limit. The convention is $\hat f(\omega)=\int fe^{-i\omega x}dx$. Let $m_0(\theta)=\tfrac12\sum_jh_je^{-ij\theta}=\tfrac12+\sum_{j>0\ \rm odd}h_j\cos j\theta$. A shift by $\pi$ flips each cosine, so $m_0(\theta)+m_0(\theta+\pi)=1$. The Taylor coefficients are $\tfrac12(-i)^pH_p/p!$; with $(-i)^m=(-1)^N$ and the sign of $H_m$,

$$m_0(\theta)=1-\frac{|H_m|}{2\,m!}\theta^m+O(\theta^{m+2}).$$

Thus $m_0'$ has a zero of order $m-1$ at $0$ and, by the shift relation, at $\pi$. Each $\sin j\theta$ is $\sin\theta$ times a polynomial of degree $j-1$ in $\cos\theta$, so $m_0'=\sin\theta\,q(\cos\theta)$ with $\deg q\le m-2$. Because $1\mp\cos\theta$ is quadratic at these points, $q$ has zeros of order $N-1$ at $\pm1$. These use up its degree, and $m_0'=-c\sin^{m-1}\theta$. From $m_0(0)=1$, $m_0(\pi)=0$ follows $c>0$: $m_0$ falls monotonically, lies in $[0,1]$, is positive for $|\theta|<\pi$, and $1-m_0=c\int_0^\theta\sin^{m-1}\le c\theta^m/m$ for $\theta\ge0$, where $c/m=|H_m|/(2\,m!)$ by comparing leading terms.

Define $\hat\varphi(\omega)=\prod_{k\ge1}m_0(\omega/2^k)\in[0,1]$, and let $f_n$ be the product of the first $n$ factors on $|\omega|\le2^n\pi$, zero outside. The sum $P_n(\theta)=\sum_lv^{(n)}_le^{-il\theta}$ obeys $P_{n+1}(\theta)=2m_0(\theta)P_n(2\theta)$, so $P_n(\theta)=2^nf_n(2^n\theta)$, and the inverse transform $F_n$ of $f_n$ satisfies

$$F_n(l/2^n)=\frac1{2\pi}\int_{-\pi}^{\pi}P_n(\theta)e^{il\theta}d\theta=v^{(n)}_l .$$

At $l=0$ this reads $\int f_n=2\pi$, and Fatou's lemma makes $\hat\varphi$ integrable. On $[-\pi,\pi]$ each factor has argument within $\pi/2$ and is positive and the product converges, so $\hat\varphi\ge C>0$ there. Since $\hat\varphi(\omega)=f_n(\omega)\hat\varphi(\omega/2^n)$ on the window, $f_n\le\hat\varphi/C$. Dominated convergence gives $f_n\to\hat\varphi$ in the integral norm, so $F_n$ converges uniformly to the continuous inverse transform $\varphi$. Old values are kept at each level, so $\varphi$ takes the subdivision values at dyadic points, $\varphi(j)=\delta_{j0}$, and the support is as stated. This is the assumption of the first route, now proved. Positivity adds two facts. First, $|\varphi(x)|\le\frac1{2\pi}\int\hat\varphi=\varphi(0)=1$. Second, the $2\pi$-periodic sum of $\hat\varphi$ has Fourier coefficients $\varphi(j)=\delta_{j0}$, so $\sum_q\hat\varphi(\omega+2\pi q)=1$ almost everywhere.

For factors in $[0,1]$, $1-\prod_ka_k\le\sum_k(1-a_k)$, with equality at leading order, and $\sum_k2^{-km}=1/(2^m-1)$. Hence

$$0\le1-\hat\varphi(\omega)\le a\,\omega^m,\qquad\hat\varphi=1-a\omega^m+O(\omega^{m+2}),\qquad a=\frac{|H_m|}{m!\,(2^{m+1}-2)}.\tag{5}$$

Compact support allows $\hat\varphi=\sum_p(-i\omega)^pM_p/p!$. Matching powers gives $M_0=1$, $M_p=0$ for $1\le p<m$, and $(-1)^NM_m/m!=-a$, which is (2) with its sign.

For the kernel, $\nabla^2(1/r)=-4\pi\delta$ with decay at infinity makes $4\pi/k^2$ the transform of $1/r$, so $K_{\mathbf n}=(2\pi)^{-3}\int(4\pi/k^2)\prod_\alpha\hat\varphi(k_\alpha)e^{ik_\alpha n_\alpha}d^3k$, absolutely convergent. Write $1/k^2=\int_0^\infty e^{-\lambda k^2}d\lambda$ with $\lambda=1/(4t^2)$, $|d\lambda|=dt/(2t^3)$; the exponential factorizes over $k_\alpha$. The transform of $g=e^{-px^2}$ is $\hat g=\sqrt{\pi/p}\,e^{-\omega^2/4p}$, so

$$I_n(p)=\frac1{2\pi}\sqrt{\frac\pi p}\int\hat\varphi(\omega)\,e^{-\omega^2/4p}e^{i\omega n}d\omega ,$$

and each axis contributes $2\pi tI_n(t^2)/\sqrt\pi$. The prefactor is $(2\pi)^{-3}\cdot4\pi\cdot\frac1{2t^3}\cdot(2\pi)^3t^3\pi^{-3/2}=2/\sqrt\pi$, which is (3). With (5), the starting value of (4) has a strict bound:

$$|I_n(p)-e^{-pn^2}|\le\frac{a}{2\pi}\int\omega^m\hat g\,d\omega=a\,|g^{(m)}(0)|=\frac{|M_m|\,p^N}{N!},$$

since the $x^m$ coefficient of $g$ is $(-p)^N/N!$. For $m=8$, $p=0.01$ the bound is $21.6176\times10^{-8}/24=9.0\times10^{-9}$; the next Taylor term, $M_{10}(-p)^5/5!$ with $M_{10}=-452.64$, returns $3.8\times10^{-10}$, and $1-8.6\times10^{-9}$ is the computed $I_0=0.9999999914$.

## What each route assumes

The first route needs a continuous limit as input and then uses substitutions and a binomial sum. Its moment recursion never uses the sign of the symbol, so it would hold for any convergent filter with the same $H_p$. It yields all higher moments in rational arithmetic, and the algorithm (4). The second route relies on the Lagrange filter having minimal length, which forces $m_0'\propto\sin^{m-1}$; a longer filter would leave a free factor in $q$ and positivity would need a new proof. In return it proves existence and supplies inequalities, $|\varphi|\le1$ and (5), where the first route gives leading orders. In the first route the isolated boundary condition is the choice of $1/r$; in the second it is the continuous $\mathbf k$ integral, whose singularity $k^{-2}$ is integrable, so a net charge is allowed. Neither route refers to the function from which the $\rho_j$ were sampled. As a test of one route against the other, $I_0,\dots,I_{11}$ for $m=8$ from (4) and from the Fourier integral agree within $10^{-11}$ at $p=0.01,1,100,10^4$.

## The moment identity and where it fails

Insert (2) in (1). If $P=x^{l_1}y^{l_2}z^{l_3}$ with each $l_\alpha\le m-1$, every derivative $\partial_\alpha^p$ with $p\ge m$ annihilates $P$, the operator is the identity, and

$$\int x^{l_1}y^{l_2}z^{l_3}\rho_h\,d^3r=h^3\sum_{\mathbf j}x_j^{l_1}y_j^{l_2}z_j^{l_3}\,\rho_{\mathbf j}$$

for any data and any origin. A multipole of order $l$ is a harmonic polynomial of degree $l$, so all $l\le m-1$ are covered. For degree $m$ or $m+1$ one term is added, $h^3\sum\rho_j\,h^m(M_m/m!)\sum_\alpha\partial_\alpha^mP$. For $m=2$ the operator is the Laplacian, and the multipoles $l=2,3$ survive. For $m=4$ the cubic harmonic $P=x^4+y^4+z^4-\tfrac35r^4$ has coefficient $\tfrac25$ on each fourth power, so $\sum\partial^4P=3\cdot\tfrac25\cdot24=28.8$. This was tested on random data with $h=0.7$ bohr and charge $11.960186\,e$, integrating $\rho_h$ on a grid 16 times finer. All 64 monomials with exponents up to 3 match to $2.7\times10^{-15}$. The cubic defect is predicted as $0.7^4\times(-0.3/24)\times28.8\times11.960186=-1.033791$ and found as $-1.033775\ e\,\mathrm{bohr}^4$. The gap belongs to the fine quadrature: the two-scale relation applied $J$ times gives $M_m=S+2^{-Jm}M_m$ for the level-$J$ Riemann sum $S$, a relative deficit $2^{-16}=1.5\times10^{-5}$ here.

The identity concerns $\rho_h$. For a function $f$ sampled at $x_j=jh$, Poisson summation gives $h\sum_jx_j^lf(x_j)=\sum_q(i\,d/dk)^l\hat f$ at $k=G_q=2\pi q/h$; the term $q=0$ is the true moment and the rest is aliasing, which no choice of $m$ alters. A normalized Gaussian at $x_0$ has $\hat f=e^{-ikx_0-k^2\sigma^2/2}$ and $i\hat f'=(x_0-ik\sigma^2)\hat f$. Pairing $\pm q$, the charge error is $2\sum_{q\ge1}e^{-G_q^2\sigma^2/2}\cos G_qx_0$ and the dipole error is $2\sum_{q\ge1} e^{-G_q^2\sigma^2/2}(x_0\cos G_qx_0-G_q\sigma^2\sin G_qx_0)$. For $\sigma=0.5$, $h=1$, $x_0=0.2$ bohr the first terms are $2e^{-\pi^2/2}\cos0.4\pi=4.4448\times10^{-3}\,e$ and $-2.0599\times10^{-2}\,e$ bohr, as the direct sums give.

Two derivations have given the moments of $\varphi$ and the factorized kernel (3), and the grid sums have been shown to give the exact moments of $\rho_h$ for all exponents up to $m-1$. It remains to turn the integral over $t$ into a finite Gaussian sum, to find the potential error for a sampled smooth density, and to test the method on a worked example.
